# Resistance drift in a dimerised chain when the hopping difference grows

## Problem

The resistance of an amorphous phase-change memory cell rises with age. A chain with alternating bonds is a simple model in which a structural change widens a gap and so raises the resistance.

Each cell of the chain has length $a$ and holds two sites, A and B, of equal energy. The hopping is $t_1$ inside a cell and $t_2$ between neighbouring cells, with $t_1>t_2>0$. Define

$$D=t_1-t_2,\qquad W=t_1+t_2 .$$

There is one electron per site, with spin degeneracy two. Energies are measured from the site energy. Electrons scatter with relaxation time $\tau$ and mean free path $l=|v|\tau$, which is taken to be independent of energy and of $D$. The sum $W$ is held fixed while $D$ changes.

(a) Find the band edges and show that the chemical potential is at midgap at every temperature.

(b) Find the linear-response conductance $G$ of a chain of length $L\gg l$, and its activation energy.

(c) Show that raising $D$ by $d=20$ meV roughly doubles the resistance at 300 K when $D\gg kT$. Which increase would double it?

(d) Evaluate the resistance before and after for $D=0.35$ eV, $W=3$ eV, $l=1$ nm, $L=30$ nm and 9000 chains in parallel.

(e) Suppose that the resistance drifts as (age)$^{\nu}$ with $\nu=0.1$, entirely through growth of $D$. By what factor must the age grow for $D$ to rise by 20 meV?

## Hints

1. The Bloch Hamiltonian is a $2\times2$ matrix with zero diagonal. For the chemical potential, use $f(E)+f(-E)=1$, where $f(E)=1/(e^{E/kT}+1)$.
2. In the Boltzmann integral, change the variable from wavenumber to energy. Count how often each energy occurs in the Brillouin zone.
3. Form the ratio of resistances before approximating the Fermi functions.
4. Distinguish the full gap from the distance between the chemical potential and a band edge.

## Solution

### (a) Bands and chemical potential

Let $\kappa=ka$, and build Bloch states with phase $e^{i\kappa n}$ in cell $n$. A particle on B of cell $n$ hops to A of the same cell with amplitude $t_1$ and to A of cell $n+1$ with amplitude $t_2$. The second process brings a phase $e^{-i\kappa}$, so

$$H(\kappa)=\begin{pmatrix}0&h\\h^*&0\end{pmatrix},\qquad h=t_1+t_2e^{-i\kappa}.$$

The eigenvalues are $E=\pm|h|$, with

$$E^2=t_1^2+t_2^2+2t_1t_2\cos\kappa=D^2+2t_1t_2(1+\cos\kappa).$$

The last term is smallest, zero, at $\kappa=\pi$, where $|E|=D$. It is largest at $\kappa=0$, where $|E|=W$. The bands therefore fill $D\le|E|\le W$, and the gap is $2D$.

The levels come in pairs $\pm E$. With $N$ cells there are $N$ pairs, and half filling requires $2N$ electrons. If the chemical potential is zero, the electron number is

$$2\sum_{\kappa}\,[f(E_\kappa)+f(-E_\kappa)]=2\sum_\kappa 1=2N .$$

This is the required number at any temperature. Above absolute zero the electron number increases strictly with chemical potential, so there is no other solution; at absolute zero midgap is the limiting value.

### (b) Conductance

In a field $F$ the force on an electron is $-eF$. The steady Boltzmann equation is

$$-\frac{eF}{\hbar}\frac{\partial f}{\partial k}=-\frac{\delta f}{\tau},$$

to first order in $F$. Since $\partial f/\partial k=\hbar v f'(E)$, this gives $\delta f=eF\tau v f'(E)$. The current is

$$I=-2e\int\frac{dk}{2\pi}\,v\,\delta f
=2e^2F\int\frac{dk}{2\pi}\,v^2\tau\,(-f'),$$

summed over both bands. The factor 2 is for spin. Put $v^2\tau=|v|l$ and $F=V/L$:

$$G=\frac IV=\frac{2e^2l}{L}\sum_{\text{bands}}\int\frac{dk}{2\pi}\,|v|\,(-f').$$

Now $|v|\,dk=dE/\hbar$. In the upper band each half of the Brillouin zone covers the energies from $D$ to $W$ once, so that band contributes

$$\frac{2e^2l}{L}\,\frac{2}{2\pi\hbar}\int_D^W(-f')\,dE
=\frac{4e^2}{h}\frac lL\,[f(D)-f(W)].$$

Here $h=2\pi\hbar$ is Planck's constant. The lower band contributes the same amount because $f'(E)$ is even. Hence

$$G=\frac{8e^2}{h}\frac lL\,[f(D)-f(W)].$$

The density of states has cancelled against the velocity, so the prefactor does not depend on $D$.

For $W-D\gg kT$ the term $f(W)$ can be dropped. With $\beta=1/kT$ and $l$, $D$ independent of temperature, the activation energy is

$$-\frac{\partial\ln G}{\partial\beta}
=\frac{D\,e^{\beta D}}{e^{\beta D}+1}=D\,[1-f(D)]\simeq D .$$

It is half the gap: carriers are excited from a chemical potential that lies $D$ away from either edge. For $D=0.35$ eV, the Arrhenius slope computed between 290 and 310 K from the Brillouin-zone integral is 0.35000 eV.

### (c) The ratio

Let $D'=D+d$, and let primes mark quantities after the change. At fixed $l$, $L$, $T$ and $W$,

$$\frac{R'}{R}=\frac{f(D)-f(W)}{f(D')-f(W)} .$$

Dropping $f(W)$ and writing $f(D)=e^{-D/kT}/(1+e^{-D/kT})$ gives

$$\frac{R'}{R}\simeq e^{d/kT}\,\frac{1+e^{-D'/kT}}{1+e^{-D/kT}} .$$

For $D\gg kT$ the fraction tends to one, and

$$\boxed{\frac{R'}{R}\simeq e^{d/kT}}$$

At 300 K, $kT=25.852$ meV, so $d/kT=20/25.852=0.7736$ and $R'/R=2.168$. This is a doubling to within about 8 % of the factor two. Setting $e^{d/kT}=2$ gives the increase for doubling,

$$d=kT\ln2=17.92\ \text{meV}.$$

The condition on $D$ matters. The remaining fraction is below one for $d>0$, so a small gap weakens the effect: raising $D$ from 10 to 30 meV at 300 K gives a factor of 1.695. The gap is then comparable with $kT$, and the bands are already well populated before the change.

The definition of the hopping difference matters too. If the hoppings are written $t\pm u$, then $D=2u$. Raising $u$ by 20 meV raises $D$ by 40 meV, and the factor becomes $2.168^2=4.70$.

A constant mean free path is sufficient for this law but not necessary. Suppose that each band contributes through a transport function $S(|E|-D)$, which is zero inside the gap and moves rigidly with the edge. For $E\gg kT$, $-f'\simeq e^{-E/kT}/kT$. Substituting $E=D+\varepsilon$,

$$G\propto\int_D^\infty S(E-D)\,\frac{e^{-E/kT}}{kT}\,dE
=e^{-D/kT}\int_0^\infty S(\varepsilon)\,\frac{e^{-\varepsilon/kT}}{kT}\,d\varepsilon .$$

The last integral does not contain $D$, so the ratio is again $e^{d/kT}$. It is enough that the transport function, measured from the edge, stays the same.

### (d) Numbers for a cell

The parameters give $t_1=1.675$ eV and $t_2=1.325$ eV before the change, and 1.685 and 1.315 eV after it. The gap grows from 0.70 to 0.74 eV. With $f(D)=1.319\times10^{-6}$ and $2e^2/h=77.48\ \mu$S,

$$G=77.48\ \mu\text{S}\times4\times\frac1{30}\times1.319\times10^{-6}
=1.363\times10^{-11}\ \text{S}.$$

One chain has a resistance of 73.4 GΩ. Dividing by 9000 gives 8.15 MΩ for the cell. After the change $f(D')=6.085\times10^{-7}$, and the same arithmetic gives 159 GΩ per chain and 17.7 MΩ for the cell. These values use the limit $L\gg l$. At $L=30\,l$, ideal contacts would add a fraction $2l/L$, about 7 %, to each resistance and leave their ratio unchanged.

These parameters are round values in the rough regime of amorphous Ge$_2$Sb$_2$Te$_5$, for which a gap near 0.7 eV, an activation energy of 0.3 to 0.4 eV and a drift exponent near 0.1 are typical. The chain is not a structure of that glass. For a cell length $a=0.6$ nm its edge mass, derived in variation 1, is only 0.033 electron masses, and the corresponding thermal wavelength $h/\sqrt{2\pi m^*kT}$ is 23.6 nm, far above $l=1$ nm. The semiclassical picture is then not justified, and the resistance in megaohms is an illustration, not a prediction. The ratio survives if the true transport function moves rigidly with the edge, which is an assumption about the glass. Real cells can also break the midgap assumption, because defects can hold the chemical potential elsewhere. Variation 2 shows that a chemical potential tied to one band edge can take the factor from 2.17 down to nearly 1, or up to about 4.7.

Four other neglected effects can be sized for this example.

- **Temperature of use.** At 85 °C the same 20 meV gives a factor of 1.91, because $kT$ is larger.
- **Bond disorder.** Independent Gaussian changes of each hopping, with standard deviation 50 meV, raise the number of thermally excited electrons to about 1.3 times the clean value (1.35 in the sample used here, with a sampling error of about 0.05). With the same disorder before and after, raising $D$ by 20 meV reduces that number by a factor of 2.09, against 2.11 in the clean chain. This average over 10 chains of 600 cells concerns carrier number alone; localisation and its effect on mobility are left out.
- **Tunnelling through the gap.** At $E=0$ the amplitude on one sublattice obeys $t_1\psi_n+t_2\psi_{n-1}=0$, so its magnitude changes by $t_2/t_1$ per cell. For $a=0.6$ nm the chain has 50 cells. With strong end bonds and contacts of width 2 eV, the coherent midgap transmission is $1.5\times10^{-10}$. The thermal conductance in units of $2e^2/h$ is $1.76\times10^{-7}$, so the midgap transmission is about 0.09 % of it. Tunnelling at energies nearer the band edges adds more: integrated over all energies in the gap, the coherent contribution is about 3 % of the thermal conductance. The midgap transmission alone equals the thermal conductance at a length of about 20 nm. If the end bonds are weak instead, two end states appear near midgap, and the infinite-chain spectrum used here is incomplete.
- **Read field.** A read voltage of 0.1 V gives 0.033 MV/cm. The energy gained over one mean free path is $0.13\,kT$, so linear response is only approximate. Solving the same Boltzmann equation at constant $l$ without expanding in the field gives a current about 11 % below the linear value. With $\tau=l/|v|$ this equation also lets the carrier density fall by about 3 %; at fixed density the reduction is about 9 %, so the figure depends on the collision model. The reduction is the same before and after the change, so the resistance ratio is unaffected. Field-assisted emission from defects is not included. In real amorphous cells it makes the current rise faster than linearly with field, so the sign of this correction belongs to the model, not to a device.

### (e) Ageing time

Let $s$ be the age and $s_0$ a reference age. At fixed temperature and prefactor, $R\propto e^{D/kT}$. Equating this growth to $(s/s_0)^\nu$ gives

$$\frac{D(s)-D(s_0)}{kT}=\nu\ln\frac{s}{s_0}
\quad\Longrightarrow\quad
D(s)=D(s_0)+\nu kT\ln\frac{s}{s_0}.$$

Per decade of age, $D$ grows by $\nu kT\ln10=0.1\times25.852\times2.303=5.95$ meV. An increase of 20 meV takes $20/5.95=3.36$ decades, a factor of about 2300 in age.

A power law in resistance thus corresponds to a barrier that grows with the logarithm of time. The inference does not run backwards: a measured power law does not show that the gap has widened, since a changing prefactor or a moving chemical potential could also change the resistance.

## Variation 1: constant scattering time

*Let $\tau$, instead of $l$, be independent of energy and of $D$. How does the factor change?*

Near the band edge put $\kappa=\pi+q$. Then $1+\cos\kappa\simeq q^2/2$, and

$$E=\sqrt{D^2+t_1t_2q^2}\simeq D+\frac{t_1t_2}{2D}q^2 .$$

Comparing with $D+\hbar^2(q/a)^2/2m^*$ gives

$$m^*=\frac{\hbar^2D}{t_1t_2a^2}.$$

The conductance now contains $\int|v|(-f')\,dE$, with $|v|=\sqrt{2\varepsilon/m^*}$ and $\varepsilon=E-D$. In the nondegenerate limit,

$$G\propto\frac{e^{-D/kT}}{\sqrt{m^*}}\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/kT}\,d\varepsilon .$$

The integral is independent of $D$, so

$$\frac{R'}{R}\simeq e^{d/kT}\sqrt{\frac{m^{*\prime}}{m^*}}
=e^{d/kT}\sqrt{\frac{D'}{D}\,\frac{t_1t_2}{t_1't_2'}} .$$

For the example the square root is

$$\sqrt{\frac{0.370}{0.350}\times\frac{1.675\times1.325}{1.685\times1.315}}=1.029,$$

which gives $2.168\times1.029=2.23$. The integral over the full band gives 2.223. The small difference comes from the parabolic approximation, which drops corrections of relative order $kT/D$ in each conductance; these nearly cancel in the ratio. The wider gap makes the carriers heavier and slower, so the resistance rises slightly more than at constant $l$.

## Variation 2: a displaced chemical potential

*Let defects hold the chemical potential at $u$ above midgap, with $D-|u|\gg kT$ and $l$ constant. Compare a fixed $u$ with a chemical potential that follows the upper band edge.*

Electrons now need the energy $D-u$ and holes need $D+u$. Adding the two bands,

$$G\propto e^{-(D-u)/kT}+e^{-(D+u)/kT}
=2e^{-D/kT}\cosh\frac{u}{kT}.$$

If $u$ stays fixed, the hyperbolic cosine cancels in the ratio and $R'/R=e^{d/kT}$ as before. A midgap position is therefore not essential; a fixed offset from midgap is enough. For $u=0.10$ eV the band integral gives 2.168.

If the chemical potential follows the upper edge, $u$ becomes $u+d$, and

$$\frac{R'}{R}=e^{d/kT}\,\frac{\cosh(u/kT)}{\cosh[(u+d)/kT]} .$$

For $u\gg kT$ each hyperbolic cosine is close to half a growing exponential, so their ratio tends to $e^{-d/kT}$ and $R'/R\to1$. With $u=0.10$ eV the computed factor is 1.0003. The gap has widened by 40 meV, yet the electrons that carry nearly all the current face the same barrier $D-u$ as before. If the chemical potential followed the lower edge instead, $u$ would become $u-d$. The barrier for electrons would then grow by $2d$, and the factor would be about 4.7.

Most of the values used here are collected in the numerical output below.

## Table of computed values

```
temperature: 300 K; kT: 25.852 meV
hopping difference D before, after: 0.350, 0.370 eV
increase d: 20.0 meV; d/kT: 0.7736
hopping sum W: 3.000 eV
hoppings before: 1.675, 1.325 eV
hoppings after: 1.685, 1.315 eV
gap before, after: 0.700, 0.740 eV
lowest positive level of ring: 0.350000 eV
Arrhenius activation energy, 290-310 K: 0.35000 eV
cell length: 0.60 nm; mean free path: 1.00 nm
chain length: 30.0 nm; cells: 50; chains: 9000
f(D) before, after: 1.3190e-06, 6.0852e-07
conductance quantum 2e^2/h: 77.4809 microsiemens
one-chain resistance before: 73.385 Gohm
one-chain resistance after: 159.072 Gohm
cell resistance before: 8.154 Mohm
cell resistance after: 17.675 Mohm
resistance ratio, zone integral: 2.167629
resistance ratio, exp(d/kT): 2.167630
increase for exact doubling: 17.919 meV
ratio if D rises by 40 meV: 4.699
ratio for small D, 10 to 30 meV: 1.695
ratio at 85 deg C: 1.912
ratio at constant scattering time: 2.223
edge-mass factor in that ratio: 1.0290
chemical-potential offset tested: 0.10 eV
ratio, offset fixed from midgap: 2.1676
ratio, potential follows band edge: 1.0003
bond disorder, standard deviation: 50 meV
disorder chains: 10 samples of 600 cells
carrier-number fall, clean chain: factor 2.108
carrier-number fall, disordered: factor 2.090
carriers, disordered/clean, before: 1.351
edge mass: 0.0334 electron masses
thermal wavelength: 23.55 nm
contact width for tunnelling: 2.0 eV
midgap tunnelling transmission: 1.506e-10
thermal conductance/(2e^2/h): 1.759e-07
tunnelling/thermal conductance: 0.0856 %
length where the two are equal: 20.5 nm
midgap states, strong and weak ends: [0, 2]
read voltage: 0.10 V; field: 0.0333 MV/cm
field energy over mean free path/kT: 0.1289
drift exponent put in: 0.10; slope found: 0.10000
barrier growth per decade: 5.953 meV
time ratio for increase d: 2290
decades of time for increase d: 3.360
```
